# Cubic growth of forward-scattering variance in electron-beam resist exposure, part 2

How fast does a narrow electron beam spread sideways in resist, and when is the resulting width useful for exposure calculations? Depth $z$ is measured downwards from the surface, $x$ is lateral position, $r$ is radius and $\theta$ is the projected angle in radians. Angle brackets average over electrons at one depth. Angles are small, collisions independent, energy loss neglected and no electrons return from the substrate.

A collision through space angle $\chi$, with random azimuth $\phi$, changes $\theta$ by $\eta=\chi\cos\phi$; an overbar averages over $\phi$. With $n$ atoms per volume and cross-section $d\sigma$, the angular diffusion rate is $\kappa=(n/2)\int\chi^2d\sigma$. For an initially parallel pencil beam and constant $\kappa$,

$$\boxed{\;\langle x^2\rangle=2\int_0^z\frac{\kappa z'^2}{2}\,dz'=\frac{\kappa z^3}{3}\;} \tag{5}$$

The rms width is $\sigma=\sqrt{\langle x^2\rangle}$, and the position–angle correlation is $\sqrt3/2$. A radial profile $\exp(-r^2/\alpha^2)$ matches the variance if $\alpha^2=2\sigma^2$. For depth-dependent $\kappa$,

$$\langle x^2\rangle=\int_0^z\kappa(z')(z-z')^2\,dz'. \tag{7}$$

For constant $\kappa$, the weighted mean depth of the kicks is

$$\frac{3}{z^3}\int_0^z(z-u)u^2du
=\frac3{z^3}\left(\frac{z^4}{3}-\frac{z^4}{4}\right)=\frac z4. \tag{8}$$

Across a layer of thickness $h$, $A=\langle\theta^2\rangle$, $C=\langle x\theta\rangle$ and $V=\langle x^2\rangle$ go from top (0) to bottom (1) by

$$\begin{aligned}
A_1&=A_0+\kappa h,\\
C_1&=C_0+A_0h+\tfrac12\kappa h^2,\\
V_1&=V_0+2C_0h+A_0h^2+\tfrac13\kappa h^3.
\end{aligned} \tag{9}$$

Screened Rutherford scattering by atoms of effective atomic number $Z$ and screening length $a$, for electrons of momentum $p$ and speed $v$, has $b=Ze^2/(4\pi\varepsilon_0pv)$, $\theta_s=\hbar/(pa)$ and

$$d\sigma=\frac{8\pi b^2\chi\,d\chi}{(\chi^2+\theta_s^2)^2}. \tag{15}$$

With single deflections limited to $\chi\le\theta_m$, the substitution $u=\chi^2+\theta_s^2$ gives

$$\begin{aligned}
\kappa&=4\pi nb^2\int_0^{\theta_m}\frac{\chi^3d\chi}{(\chi^2+\theta_s^2)^2}\\
&=2\pi nb^2\int_{\theta_s^2}^{\theta_m^2+\theta_s^2}
\left(\frac1u-\frac{\theta_s^2}{u^2}\right)du\\
&=2\pi nb^2\left[\ln(1+R)-\frac{R}{1+R}\right],
\qquad R=\frac{\theta_m^2}{\theta_s^2}.
\end{aligned} \tag{16}$$

The number of collisions per depth is

$$\nu=n\int d\sigma=4\pi nb^2\left(\frac1{\theta_s^2}-\frac1{\theta_m^2+\theta_s^2}\right). \tag{17}$$

### Why a cutoff belongs in the statement

The true displacement from a deflection at $z'$ is proportional to $\tan\chi$, which is unbounded near 90°. With $\mu=\cos\chi$, the cross-section per interval $d\mu$ is finite at $\mu=0$, while $\tan^2\chi\approx1/\mu^2$. Stopping the integral at $\mu=\epsilon$ leaves a contribution of order $1/\epsilon$. If every electron flew straight on after such a deflection, the variance on a plane would therefore diverge. In a real resist an electron moving almost sideways has a long path to the plane, and further collisions and energy loss on that path keep the variance finite. A sum of independent kicks with straight flights cannot describe these electrons.

The cube law consequently describes a forward beam, defined here by excluding single deflections above $\theta_m$. The choice of $\theta_m$ is part of the model. It must be large enough to retain most electrons and small enough for the replacement $\tan\theta\approx\theta$. Electrons deflected further need a separate treatment, such as a trajectory calculation.

### Worked case: 50 keV electrons in 1000 nm of resist

The inputs are round parameters: $Z=6$, $n=60$ atoms/nm³, $\theta_m=0.30$ rad and the screening length $a=0.885\,a_0Z^{-1/3}$, where $a_0$ is the Bohr radius. At 50 keV, $v/c=0.4127$, $b=9.0428\times10^{-5}$ nm and $\theta_s=0.03307$ rad. Hence

$$R=\left(\frac{0.30}{0.03307}\right)^2=82.3,\qquad
\ln(1+R)-\frac R{1+R}=4.422-0.988=3.434.$$

The prefactor is $2\pi nb^2=3.083\times10^{-6}$ nm⁻¹, so

$$\kappa=3.083\times10^{-6}\times3.434
=1.059\times10^{-5}\ \text{rad}^2/\text{nm}.$$

At the bottom,

$$\sigma^2=\frac{1.0587\times10^{-5}\times(1000)^3}{3}=3529\ \text{nm}^2,
\qquad \sigma=59.4\ \text{nm}=0.0594\ \mu\text{m}.$$

The rms radius, and thus the variance-matched $\alpha$, is 84.0 nm. The projected rms angle is $\sqrt{\kappa z}=0.103$ rad.

The law was compared with random walks built from straight flights and individual deflections drawn from (15). Each depth used one million electrons, the same cutoff and small-angle motion.

| Depth (nm) | $\sigma$, law (nm) | $\sigma$, walk (nm) |
|---:|---:|---:|
| 250 | 7.43 | 7.42 |
| 500 | 21.00 | 21.07 |
| 1000 | 59.41 | 59.49 |

Between 250 and 1000 nm the walk variances give a depth exponent of 3.003. At 1000 nm the correlation of position and angle is 0.866, in agreement with $\sqrt3/2$. These tests concern the multiple-scattering law within the chosen collision model; they do not establish that the collision model describes a particular resist.

The joining rule can be checked by hand with two 500 nm layers. The first contributes $V_0=441$ nm², $C_0=1.323$ nm and $A_0=0.00529$. In the second, the terms $V_0$, $2C_0h$, $A_0h^2$ and $\kappa h^3/3$ are 441, 1323, 1323 and 441 nm². Their sum is 3529 nm² after rounding is allowed for. The sum of the two isolated variances is 882 nm², which would give an rms width of 29.7 nm instead of 59.4 nm.

### The correct variance can accompany the wrong profile

The mean number of collisions in 1000 nm is 5.57, with a mean free path of 179.5 nm. That is too few for the Gaussian profile to be accurate here. The size of the departure follows from the fourth cumulant, $\langle x^4\rangle-3\langle x^2\rangle^2$ for a distribution with zero mean. It vanishes for a Gaussian.

Consider the average of $e^{ikx}$, where $k$ is an auxiliary variable. A slab $dz'$ multiplies it by

$$1+n\,dz'\int d\sigma\;\overline{\left[e^{ik\eta(z-z')}-1\right]},$$

because the electron either receives no kick or receives one that displaces it by $\eta(z-z')$. The logarithm of the product over slabs is a sum:

$$\ln\langle e^{ikx}\rangle=n\int_0^zdz'\int d\sigma\;
\overline{\left[e^{ik\eta(z-z')}-1\right]}. \tag{18}$$

Cumulants are the coefficients of $(ik)^m/m!$ in this logarithm. For $m=2$ it returns the variance. For $m=4$, use $\cos^4\phi=(3+4\cos2\phi+\cos4\phi)/8$, whose average is $3/8$. Define

$$\kappa_4=\frac{3n}{8}\int\chi^4d\sigma.$$

The fourth cumulant is then $\kappa_4\int_0^z(z-z')^4dz'=\kappa_4z^5/5$. Dividing by $\sigma^4=\kappa^2z^6/9$ gives the excess kurtosis,

$$K=\frac{9\kappa_4}{5\kappa^2z}. \tag{19}$$

For (15), the substitution used for $\kappa$ gives

$$\begin{aligned}
\kappa_4&=\frac{3\pi nb^2}{2}\int_{\theta_s^2}^{\theta_m^2+\theta_s^2}
\frac{(u-\theta_s^2)^2}{u^2}\,du\\
&=\frac{3\pi nb^2}{2}\left[\theta_m^2-2\theta_s^2\ln(1+R)
+\theta_s^2\frac R{1+R}\right].
\end{aligned} \tag{20}$$

The example has $\kappa_4=1.88\times10^{-7}$ rad⁴/nm and $K=3.02$, whereas a Gaussian has $K=0$. The walk also gives 3.02. Since $K\propto1/z$ at fixed energy, material and cutoff, the departure is larger in a thinner resist.

The consequence for exposure is visible near the axis. In the walk, 76.1% of electrons lie within $\pm\sigma$, compared with 68.3% for a Gaussian. The median $|x|$ is about 29 nm; for a Gaussian of the same variance it would be $0.6745\sigma=40.1$ nm. A Gaussian with the correct variance thus makes the core of this beam too broad, because rare larger deflections supply much of its second moment.

A contrasting walk kept $\kappa$ and depth fixed but used an average of 200 equal deflections. For equal deflections occurring at rate $\nu$, $\kappa=\nu\chi^2/2$ and $\kappa_4=3\nu\chi^4/8$, so $K=2.7/(\nu z)=0.0135$. With 100,000 electrons, 68.2% lay within $\pm\sigma$, close to the Gaussian value. The variance law is shared by both collision laws, while the Gaussian shape needs a small $K$.

For implementation, the use of the width decides the kernel. Equation (5) is suitable for propagating second moments. If the dose near a feature edge matters and $K$ is not small, the profile should come from (18) by a numerical Fourier transform or from sampled trajectories. For a pencil beam, the share $e^{-\nu z}$ of electrons that have not collided remains at $x=0$, so $\langle e^{ikx}\rangle$ tends to this value at large $k$ and not to zero. Subtract it before the numerical transform and restore it afterwards as a spike, which a real incident beam broadens. The remainder still falls only as $1/k$, because collisions just above the plane give the profile a logarithmic peak at $x=0$. For a parallel incident beam with a Gaussian spot of rms size $s$, multiplying the whole of $\langle e^{ikx}\rangle$ by $e^{-k^2s^2/2}$ removes both difficulties, and no subtraction is then needed. In the example the uncollided share is 0.4% at 1000 nm, but 25% at 250 nm. These shares count only the elastic collisions of the model. In a real resist, collisions with atomic electrons, mostly through very small angles, make the uncollided share smaller. Fitting a Gaussian to the central part gives a different parameter, which should not be expected to equal $\sigma$.

### Effects left out of the forward-beam law

**Cutoff.** With all other inputs fixed, the bottom width is 52.2 nm for $\theta_m=0.2$ rad, 59.4 nm for 0.3 rad and 64.1 nm for 0.4 rad. Relative to the 0.3 rad case, the variance changes by $-23\%$ and $+16\%$. Quoting the width more finely than this is meaningful within a stated cutoff, but not as a property of the resist. The excess kurtosis depends on the cutoff more strongly: at the bottom, (19) gives $K=2.1$, 3.0 and 4.1 for the same three cutoffs.

To count the excluded electrons, replace $\chi^2$ in the cross-section by $w=4\sin^2(\chi/2)$. The solid angle is $\pi\,dw$, and $w$ runs up to 4. Taking path length equal to depth, the collision rate above the cutoff is

$$\nu_>=4\pi nb^2\left(\frac1{\theta_m^2+\theta_s^2}-\frac1{4+\theta_s^2}\right), \tag{21}$$

where the cutoff is set at $w=\theta_m^2$. The share with at least one such deflection is $1-e^{-\nu_>z}=6.4\%$.

**Atomic electrons.** The nucleus contributes in proportion to $Z^2$. Treating the $Z$ atomic electrons as separate unit charges adds a term proportional to $Z$, which suggests a relative increase of $1/Z=17\%$ in variance. This is too low, because screening weakens nuclear scattering at small angles more than it weakens scattering by the individual electrons. In the same screening model, a common estimate multiplies the unscreened scattering by $Z$ electrons by $1-(1+\chi^2/\theta_s^2)^{-2}$. Integrating as in (16) gives the relative increase

$$\frac1Z\,\frac{\ln(1+R)+R/(1+R)}{\ln(1+R)-R/(1+R)}=\frac{5.410}{6\times3.434}=26\%$$

in variance, or about 12% in width. It remains an estimate, because the energy lost in these collisions is neglected in their angular law.

**Finite angles.** A three-dimensional walk of 600,000 electrons used exact directions and limited $2\sin(\chi/2)$ to 0.3. Its variance was $3.6\pm0.3\%$ above the small-angle law, where the uncertainty is one standard error. The contributions of longer paths and of $\tan\theta>\theta$ were not separated.

**Energy loss.** The Bethe stopping formula for electrons, with a mean excitation energy of 70 eV, gives 0.719 eV/nm. Held constant over the resist, it removes 719 eV, or 1.4% of the incident energy. Recomputing $\kappa$ at the reduced energy and using (7) raises the variance by 0.6%. The size is reasonable: by (8), the weighted mean loss is about 180 eV, or 0.36% of the beam energy, and the rough scaling $\kappa\propto E^{-2}$ would give 0.7%. Neglecting energy loss is safe here, but not when the resist thickness is an appreciable fraction of the electron range.

**Incident beam.** An rms spot of 5 nm and an rms divergence of 5 mrad add $25+25=50$ nm² at the bottom, 1.4% of the scattering variance. At 250 nm they add about 27 nm² to a scattering variance of 55 nm². The same beam is therefore nearly a pencil for the bottom of the thick resist, but not for a thin one.

**Substrate backscatter.** This is the largest omission if the quantity wanted is the total dose. Let backscattered electrons deposit $\rho$ times the forward energy, with a radial profile proportional to $\exp(-r^2/L^2)$. Their variance along $x$ is $L^2/2$, so the variance of the combined dose is

$$\sigma_{\rm tot}^2=\frac{\sigma^2+\rho L^2/2}{1+\rho}. \tag{22}$$

Rough inputs $\rho=0.7$ and $L=10$ μm give an rms width of 4.54 μm. Backscatter supplies $\rho/(1+\rho)=41\%$ of the dose inside a uniformly exposed area much wider than $L$. The forward width and the backscatter width must therefore remain separate terms in a proximity calculation; merging them into one variance would hide the narrow forward peak.

### Relation to a real resist

The parameters lie in the rough regime of PMMA. Its repeat unit, C₅H₈O₂, has 54 electrons and a sum of squared nuclear charges of 316. At a rough density of 1.2 g/cm³ there are about 7.2 units/nm³, hence about 390 electrons/nm³ and a squared-charge sum near 2280 per nm³. The model has 360 and 2160. This agreement supports the width more than the collision number, which depends strongly on screening. With Hartree–Fock electron densities of free C, H and O atoms in the same Born approximation and with the same cutoff, the width at 1000 nm falls by 0.6% at a density of 1.20 g/cm³ and by 1.5% at 1.18 g/cm³, but the elastic mean free path is about 130 nm instead of 180 nm. Free atoms leave out chemical bonding and interference between neighbouring atoms. A beam energy of 50 keV is realistic for electron-beam writing, but a resist can be much thinner than 1000 nm. At 250 nm the model width falls to 7.4 nm, the mean collision number to 1.4, and $K$ rises to about 12, so a Gaussian is a still poorer profile. On a silicon substrate the assumption of no returning electrons fails. With the rough backscatter inputs above, this moves the rms width of the total dose at 1000 nm from 0.059 μm to 4.5 μm, although the forward peak remains narrow. The computed widths describe primary-electron positions; secondary-electron transport and resist development require further models before they can be read as printed linewidths.

### Use in an exposure calculation

Choose the cutoff first, and calculate $\kappa$ and $\kappa_4$ with it. Start $A$, $C$ and $V$ from the measured or specified incident beam, then advance them through the resist with (9), updating $\kappa$ between layers if energy loss matters. Evaluate $K$ at the depths of interest before selecting a Gaussian kernel. Equation (19) serves for a pencil beam with constant $\kappa$ and $\kappa_4$. In other cases, start from the fourth cumulant due to scattering, $\int_0^z\kappa_4(z')(z-z')^4dz'$. Add the fourth cumulant that the incident beam would have at that depth without scattering, which is zero for a Gaussian beam, and divide the sum by the square of the total variance. Finally, treat large deflections and substrate backscatter as separate contributions. The numerical output lists the main values for the worked case.

## Computed values

```
Beam energy: 50 keV
Effective atomic number: 6
Atom density: 60 per nm^3
Resist thickness: 1000 nm
Cutoff of single deflection: 0.30 rad
Speed v/c: 0.4127
Collision length b: 9.0428e-05 nm
Screening angle: 0.03307 rad
Elastic mean free path: 179.5 nm
Mean number of collisions: 5.57
kappa: 1.0587e-05 rad^2/nm
Projected rms angle at full depth: 0.1029 rad
rms x at 250 nm: law 7.43 nm, walk 7.42 nm
rms x at 500 nm: law 21.00 nm, walk 21.07 nm
rms x at 1000 nm: law 59.41 nm, walk 59.49 nm
Variance of x at full depth, law: 3529.0 nm^2
rms x at full depth: 0.0594 um
rms radius at full depth: 84.01 nm
Depth exponent of variance from walks: 3.0031
Correlation of x and slope from walk: 0.8660
Excess kurtosis of x, formula: 3.023
Excess kurtosis of x, walk: 3.023
Share within one rms x, resist model: 0.7608
Share within one rms x, 200 small kicks: 0.6823
Share within one rms x, Gaussian: 0.6827
Median |x| at full depth, resist model: 29.17 nm
Mean excitation energy used: 70 eV
Stopping power: 0.719 eV/nm
Energy lost in resist: 719 eV
Variance change, energy loss: 0.59 %
Variance change, finite angles: 3.62 +/- 0.31 %
rms x at full depth for cutoff 0.2 rad: 52.21 nm
rms x at full depth for cutoff 0.4 rad: 64.11 nm
Share with a deflection above cutoff: 6.40 %
Variance change, atomic electrons (rough 1/Z): 17 %
Incident rms spot: 5 nm
Incident rms divergence: 5 mrad
Variance change, spot and divergence: 1.42 %
Backscatter energy ratio (rough input): 0.7
Backscatter range (rough input): 10 um
Backscatter share of large-area dose: 41 %
rms x of dose with backscatter: 4.54 um
```
